# Precursor Exposure for Coating a Slowly Varying Hole under Knudsen Transport

## What dimensions fix

A blind round hole of radius $r(z)$ and depth $L$ has its mouth, at $z=0$, held at precursor density $n_0=P/kT$. Its surfaces bind at most $s$ molecules per area. Let $v=\sqrt{8kT/\pi m}$ be the mean thermal speed. If molecules collide with walls but not with one another, flow and uptake rate are both proportional to gas density. If the gas stored in the hole is also negligible, doubling $n_0$ halves every time, so density and time enter only through $n_0t$. This product has the dimension of $s/v$, hence

$$n_0t=\frac{s}{v}\,\Phi(\text{shape},\beta,\theta_L),$$

where $\beta$ is the sticking probability on bare surface, $\theta_L$ is the wanted floor coverage and $\Phi$ is a pure number. Magnifying the whole hole leaves the exposure unchanged. In the sharp-front limit $\beta$ and $\theta_L$ drop out, and $\Phi$ is a depth integral.

## Flow resistance

Molecules leave the wall with a cosine distribution. Consider a long cylinder whose covered wall no longer reacts, with density $n=n(0)+gz$. This linear profile is self-consistent: a wall point receives equal and opposite excesses from above and below, so it emits what it receives.

Take a point in the cross-section $z=0$ and a direction of travel at angle $\alpha$ to the axis and azimuth $\varphi$. If the wall lies a transverse distance $p$ behind the point, the molecule started at $z=-p\cot\alpha$. The flux per area is

$$\frac{v}{4\pi}\int d\varphi\int_0^\pi d\alpha\,\sin\alpha\cos\alpha\,[n(0)-gp\cot\alpha]
=-\frac{vg}{4\pi}\,\frac{\pi}{2}\int p\,d\varphi ,$$

because the $n(0)$ term integrates to zero and $\int_0^\pi\cos^2\alpha\,d\alpha=\pi/2$.

Next integrate over the disc. For fixed $\varphi$, a chord of length $2\sqrt{r^2-y^2}$ contributes half its squared length, so

$$\int p\,dA=\int_{-r}^{r}2(r^2-y^2)\,dy=\frac{8r^3}{3}.$$

The azimuth supplies $2\pi$, and the molecular flow is

$$J=-\frac{vg}{8}\,\frac{16\pi r^3}{3}=-\frac{2\pi}{3}vr^3\frac{dn}{dz}\equiv-DA\frac{dn}{dz},\qquad A=\pi r^2,\quad D=\tfrac23 rv .$$

For $|dr/dz|\ll1$ the radius changes little over a typical flight, and this result is used locally.

At the mouth, $n_0vA(0)/4$ molecules per time enter and $n(0^+)vA(0)/4$ leave, so $J=[n_0-n(0^+)]\,vA(0)/4$. Adding this resistance in series with the tube gives

$$R(z)=\frac{4}{vA(0)}+\int_0^z\frac{dz'}{D A}
=\frac{4}{\pi v r(0)^2}+\frac{3}{2\pi v}\int_0^z\frac{dz'}{r^3}.$$

Series addition is an approximation, because the angular distribution near the mouth is not that of a long tube. Its error is estimated below, together with that of the local diffusivity.

## Sharp-front exposure

Let the wall be full down to depth $l$ and bare beyond, with the front a perfect sink, $n(l)=0$. No molecules are lost above it, so $J$ is uniform there and $n_0=JR(l)$. The wall capacity per depth is $c=2\pi rs$; the slant factor $\sqrt{1+r'^2}$ is second order in the slope and is omitted. Each arriving molecule advances the front:

$$c(l)\frac{dl}{dt}=\frac{n_0}{R(l)}\quad\Rightarrow\quad n_0t(l)=\int_0^l c(z)R(z)\,dz .$$

This is the exposure for the side wall. The floor then fills through resistance $R(L)$ and adds $sA(L)R(L)$. Since $P=n_0kT$,

$$\boxed{Pt=kT\,X,\qquad X=\int_0^L cR\,dz+sA(L)R(L)}$$

## Finite sticking: an exact relation and bounds

The same integral appears without assuming a front. Let $\theta(z,t)$ be the coverage, initially zero. With stored gas neglected, $\partial J/\partial z=-c\,\partial\theta/\partial t$, and the floor takes up $J(L)=sA(L)\,d\theta_L/dt$. Define the local exposure $N(z,t)=\int_0^t n\,dt'$. Integrating the flow over time gives the uptake below $z$:

$$-DA\frac{\partial N}{\partial z}=U(z)=\int_z^L c\theta\,dz'+sA(L)\theta_L .$$

The mouth condition gives $n_0t-N(0^+)=R(0)U(0)$. Dividing the preceding equation by $DA$ and integrating over depth gives $N(0^+)-N(L)=\int_0^L U\,dz/(DA)$. In the double integral, the uptake at $z'$ is counted once for every resistance element above it:

$$\int_0^L\frac{dz}{DA}\int_z^L c\theta\,dz'=\int_0^L c\theta(z')\,[R(z')-R(0)]\,dz' .$$

The floor term likewise acquires $R(L)-R(0)$. The mouth term restores $R(0)$ in both, so

$$n_0t=N(L,t)+\int_0^L cR\theta\,dz+sA(L)R(L)\theta_L .$$

Within this one-dimensional quasi-steady model, the relation holds whatever the uptake kinetics.

For irreversible Langmuir uptake, $\partial\theta/\partial t=(\beta v/4s)\,n(1-\theta)$. Integrating at the floor gives

$$N(L)=E,\qquad E=\frac{4s}{\beta v}\ln\frac1{1-\theta_L}.$$

Irreversible uptake makes $J\ge0$, so $n$ and $N$ do not increase with depth. With uniform $\beta$, therefore, $\theta_L\le\theta\le1$ everywhere. Inserting these limits in the relation yields

$$\theta_LX+E\le n_0t\le X+E .$$

The sharp law is accurate when $\theta_L$ is near one and $E\ll X$. For a long cylinder the leading part of $X$ is $\tfrac32(s/v)(L/r)^2$, as derived below, and the second condition becomes $\beta(L/r)^2\gg\tfrac83\ln[1/(1-\theta_L)]$.

The front width follows from the bare wall ahead of it, where $DA\,n''=2\pi r(\beta v/4)n$. The density decays as $e^{-z/\lambda}$ with

$$\lambda^2=\frac{(2\pi/3)r^3v}{\pi r\beta v/2}=\frac{4r^2}{3\beta},\qquad \lambda=\frac{2r}{\sqrt{3\beta}} .$$

When $\beta$ is near one this width is comparable with $r$, and the diffusion description of the front region itself is rough. The ordering $\theta_L\le\theta$ then fails as well: long straight flights feed the floor ahead of the lowest wall. In the example below with $\beta=1$, that wall is only about 64 % covered when the floor reaches 95 %, so the lowest wall, not the floor, fills last.

## Where a constriction matters

Let $C(z)=\int_z^L c\,dz'+sA(L)$ be the capacity still to be filled below $z$, floor included. Setting $\theta=1$ in the exchange of integrals gives

$$X=R(0)C(0)+\int_0^L\frac{C(z)}{DA}\,dz .$$

If a small resistance $\delta R$ is inserted at depth $z$ with all capacities held fixed, the exposure rises by $\delta X=C(z)\,\delta R$. Since $C$ falls with depth, the same added resistance costs most near the mouth.

Turning a hole upside down shows this at fixed wall area and fixed tube resistance $T=R(L)-R(0)$. A wall slice with tube resistance $T(z)$ above it has $T-T(z)$ above it after inversion. The two tube contributions to the wall exposure therefore sum to $T\int_0^L c\,dz$. The split between them depends on whether the narrow end comes first.

## Closed forms

**Cylinder.** Here $R=4/(\pi vr^2)+3z/(2\pi vr^3)$. The wall contributes

$$2\pi rs\left[\frac{4L}{\pi vr^2}+\frac{3L^2}{4\pi vr^3}\right]=\frac sv\left[\frac{8L}{r}+\frac{3L^2}{2r^2}\right],$$

and the floor contributes $\pi r^2sR(L)=(s/v)[4+3L/(2r)]$. With $a=L/(2r)$ the sum is $(s/v)(4+19a+6a^2)$. Because $kT/v=\tfrac14\sqrt{2\pi mkT}$,

$$Pt=s\sqrt{2\pi mkT}\left[1+\frac{19}{4}a+\frac32a^2\right].$$

As $a\to0$ this becomes the exposure of a flat surface that captures every arriving molecule. For $a\gg1$ it grows as the square of the aspect ratio.

**Straight taper.** Let $r=r_0-bz$, $b=(r_0-r_L)/L$ and $q=r_L/r_0$. Then $\int_0^z dz'/r^3=(r^{-2}-r_0^{-2})/(2b)$. The mouth resistance acting on the wall gives

$$\frac{8s}{vr_0^2}\int_0^L r\,dz=\frac sv\,\frac{4L(r_0+r_L)}{r_0^2}.$$

The tube resistance acting on the wall gives

$$\frac{3s}{2vb}\int_0^L\left(\frac1r-\frac r{r_0^2}\right)dz
=\frac{3s}{2vb^2}\left[\ln\frac1q-\frac{1-q^2}{2}\right].$$

The floor gives $\pi r_L^2sR(L)=(s/v)[4q^2+3(1-q^2)/(4b)]$. Substituting $b=r_0(1-q)/L$ and adding,

$$\frac{vX}{s}=\frac{4L(r_0+r_L)}{r_0^2}+\frac{3L^2}{2r_0^2}\,\frac{\ln(1/q)-(1-q^2)/2}{(1-q)^2}+4q^2+\frac{3L(1+q)}{4r_0}.$$

For $q=1-\epsilon$ the numerator of the shape factor is $(\epsilon+\epsilon^2/2)-(\epsilon-\epsilon^2/2)+O(\epsilon^3)=\epsilon^2+O(\epsilon^3)$. The factor tends to one and the cylinder is recovered. For small $q$, at fixed $r_0$ and $L$, it grows as $\ln(1/q)-\tfrac12$. The rise is slow because the narrow part lies at the bottom, with little capacity below it.

## Worked example

The hole is 6000 nm deep, 120 nm wide at the mouth and 80 nm wide at the floor, so $r_0=60$ nm and $q=2/3$. Trimethylaluminium at 573 K has $v=410$ m/s. The uptake is taken as 4 molecules/nm², which gives $skT/v=5.786\times10^{-7}$ Torr s. The terms of $vX/s$ are

- mouth on wall: $4(6000)(100)/60^2=667$;
- tube on wall: $1.5(100)^2\,(0.4055-0.2778)/0.1111=17{,}238$;
- floor: $1.8+125.0=126.8$.

Their sum, 18,031, gives $Pt=0.0104$ Torr s (1.39 Pa s). At a precursor pressure of 0.10 Torr at the mouth, the dose lasts 0.104 s.

Coating the wall to half depth takes 0.0025 Torr s; coating all of it takes 0.0104 Torr s. The second half costs about three times as much as the first, mainly because its molecules must also cross the whole upper tube. The narrower bore of the lower half contributes as well.

A cylinder of the mouth diameter needs 0.0092 Torr s. The inverted hole, narrow end up, needs 0.0182 Torr s, 1.74 times the original. Adding a bow that widens the radius by 12 nm at mid-depth, with both ends fixed, lowers the exposure to 0.0081 Torr s. The extra wall area is outweighed by the lower resistance, which varies as $r^{-3}$.

**Finite sticking.** The diffusion equation with Langmuir uptake was marched in time on 400 depth cells with no front imposed. For 95 % floor coverage it gave:

| $\beta$ | Exposure (Torr s) | Bounds (Torr s) | Ratio to sharp law |
|---|---:|---:|---:|
| 0.001 | 0.01707 | 0.01684–0.01737 | 1.636 |
| 0.01 | 0.01102 | 0.01060–0.01113 | 1.056 |
| 0.1 | 0.01047 | 0.00998–0.01050 | 1.003 |

The two sides of the exact relation agreed to better than one part in $10^6$ in these runs. At $\beta=0.01$ the front width for the mean radius of 50 nm is 577 nm, a tenth of the depth, yet the exposure is only 6 % above the sharp law. For the inverted hole at $\beta=0.1$ the ratio is 0.9996. A value below one is allowed because the floor and the lower wall are not yet full. By the exact relation, the exposure saved by this missing uptake, $\int_0^L cR(1-\theta)\,dz+sA(L)R(L)(1-\theta_L)$, slightly outweighs $E$. Most of it comes from the lower wall: in units of $s/v$, $E$ is about 120, while the bare 5 % of the floor contributes only about 15.

**Ballistic transport.** The marched model shares the assumed $D$ and mouth resistance, so it cannot test them. For that, 300,000 molecules were followed through the taper with cosine re-emission and no diffusivity. If a fraction $W(l)$ of entering molecules passes depth $l$ before escaping, the flow to a perfect sink there is $n_0vA(0)W/4$, so the resistance is $4/[vA(0)W]$. Using it in the exposure integral gives 1.068 times the formula. The scatter of ten batches suggests a standard error of 0.007, but only about 4,000 molecules reach the floor, and counting statistics put the error nearer 0.01. The noise-free value of this ratio, from the integral equation for re-emission between wall rings, is 1.047, so the sample lies about two standard errors high. The ratio measures the resistance to an absorbing plane and overstates the dose: it credits every molecule crossing depth $l$ to the front at $l$, whereas such molecules land deeper and fill part of the wall ahead. With cosine re-emission and Langmuir uptake treated together, the exposure for 95 % coverage everywhere in this hole stays within about 1 % of the diffusion-model value for $\beta$ from 0.001 to 1. The calculation does not separate the error of the mouth junction from that of the local diffusivity.

## Use and limits in real structures

The dimensions, uptake and pressures of the example are illustrative inputs, not data for a particular device or process. The sticking probability also matters: lowering it from 0.01 to 0.001 raises the 95 % exposure by 55 %. The ballistic ratio was found for a perfectly absorbing front, so it should not be multiplied into the finite-sticking exposures, where the front is gradual.

A real process breaks the assumption of a fixed radius, because the growing film narrows the hole. After 5 nm of film has narrowed the hole, with depth held fixed, a dose needs 0.0126 Torr s, 20 % more than in the bare hole. A dose set for the first cycle is then too short, so $X$ should be evaluated for the narrowest profile to be coated. The pressure must be the precursor partial pressure at the mouth. If a dense array depletes it to half the reactor value, the dose time doubles.

Three other neglected effects, namely gas collisions, stored gas and wall slant, are small here. With a rough molecular diameter of 0.6 nm, the hard-sphere mean free path at 1 Torr total pressure is 37 µm, far above the hole width. Stored gas is about $10^{-5}$ of the wall capacity, and wall slant adds about $6\times10^{-6}$ to the area.

For a measured profile, the calculation is:

1. Accumulate $R(z)$ from the mouth downward, using the current open radius.
2. Integrate $2\pi rsR$ over depth and add $\pi r(L)^2sR(L)$.
3. Add $E$ for the wanted floor coverage, which gives the upper bound of the diffusion model.
4. Multiply by $kT$, divide by the mouth partial pressure, and leave a margin for the transport approximations. The absorbing-plane ratio, which overstates the dose, is about 5 % for the long taper above and reaches about 11 % for cylinders with $a$ near 3; these figures are cautious margins, not demonstrated needs.

The result does not apply when the precursor is also lost without filling a site, as when radicals recombine on covered walls. The flow above the front is then not uniform, and total uptake is no longer limited by $s$. It also fails when desorption matters during the dose, when gas collisions become frequent, or when the radius changes appreciably over a distance of one radius. The remaining values are in the numerical output.

## Table of computed values

```
hole depth: 6000 nm
mouth diameter, floor diameter: 120, 80 nm
temperature: 573 K
precursor mass: 72.09 u
saturation uptake: 4.0 molecules/nm^2
precursor pressure: 0.10 Torr
total pressure: 1.00 Torr
mean thermal speed: 410.2 m/s
Torr s per unit reduced exposure: 5.7857e-07 Torr s
reduced exposure v X/s: 18031.2
  part mouth on wall: 666.7
  part tube on wall: 17237.8
  part floor: 126.8
sharp-front exposure: 0.01043 Torr s
sharp-front exposure: 1.3909 Pa s
dose time at precursor pressure: 0.1043 s
wall coated to 1500 nm: 0.00067 Torr s
wall coated to 3000 nm: 0.00252 Torr s
wall coated to 4500 nm: 0.00569 Torr s
wall coated to 6000 nm: 0.01036 Torr s
cylinder of mouth diameter, aspect ratio: 50.0
cylinder of mouth diameter: 0.00923 Torr s
inverted hole: 0.01818 Torr s
inverted/original exposure: 1.743
bowed hole (+12 nm radius at middle): 0.00810 Torr s
marched/sharp, bowed, sticking 0.1: 1.0056
marched/sharp, inverted, sticking 0.1: 0.9996
marched/sharp, half coverage at 3000 nm: 1.0258
wanted floor coverage: 0.95
sticking 0.001: marched exposure 0.01707 Torr s
  lower, upper bound: 0.01684, 0.01737 Torr s
  marched/sharp: 1.6363
  error of exact relation: -7.5e-07
sticking 0.01: marched exposure 0.01102 Torr s
  lower, upper bound: 0.01060, 0.01113 Torr s
  marched/sharp: 1.0564
  error of exact relation: 3.9e-07
sticking 0.1: marched exposure 0.01047 Torr s
  lower, upper bound: 0.00998, 0.01050 Torr s
  marched/sharp: 1.0033
  error of exact relation: 4.5e-07
front width at sticking 0.01: 577 nm
ballistic/formula exposure: 1.068 +- 0.007
passage probability, ballistic: 0.01316
passage probability, formula: 0.01402
gas mean free path at total pressure: 37099 nm
stored gas / wall capacity: 1.3e-05
extra wall area from slant: 5.6e-06
exposure after 5 nm film: 0.01256 Torr s
ratio to bare hole: 1.204
```
